# Why an etched groove ends up bounded by slow planes: a numerical check

```python
"""
Why a long etched concave groove ends up bounded by slow planes.

Result under test: a facet of rate R between neighbours of rates Rp, Rq, at
turning angles alpha, beta, changes length at the rate
    dL/dt = (Rp - R cos alpha)/sin alpha + (Rq - R cos beta)/sin beta,
and so shrinks when R > (Rp sin beta + Rq sin alpha)/sin(alpha + beta).
Shrinking facets vanish for good; the final planes depend on the rates only.

Symbols: phi = angle of the facet normal (into the solid) from straight down,
R = etch rate along the normal (nm/s), L = facet length in the section (nm),
z(x, t) = depth of the profile below the mask (nm), t = time (s).
Independent road: finite differences for z_t = R(slope) sqrt(1 + z_x^2).
"""
import numpy as np
from scipy.spatial import ConvexHull


def miller_angle(u, v):
    u, v = np.array(u, float), np.array(v, float)
    return np.arccos(u @ v / np.sqrt((u @ u) * (v @ v)))


TH311 = miller_angle((1, 0, 0), (3, 1, 1))
TH111 = miller_angle((1, 0, 0), (1, 1, 1))
S311, S111 = np.tan(TH311), np.tan(TH111)
NAMES = np.array(["111L", "311L", "100", "311R", "111R", "mask"])
PHI = np.array([-TH111, -TH311, 0.0, TH311, TH111, np.pi])

# starting groove: half opening, depth, and depth of the 111/311 edge (nm)
HALF, DEPTH, EDGE = 10000.0, 2000.0, 1000.0
FLOOR_HALF = HALF - EDGE / S111 - (DEPTH - EDGE) / S311
L111, L311 = EDGE / np.sin(TH111), (DEPTH - EDGE) / np.sin(TH311)
START = np.array([L111, L311, 2 * FLOOR_HALF, L311, L111, 2 * HALF])


def rate_list(r100, r311, r111):
    return np.array([r111, r311, r100, r311, r111, 0.0])


def polygon_lengths(phi, h):
    """Side lengths from plane offsets h; with rates for h, the length rates."""
    a = (phi - np.roll(phi, 1)) % (2 * np.pi)
    b = (np.roll(phi, -1) - phi) % (2 * np.pi)
    return ((np.roll(h, 1) - h * np.cos(a)) / np.sin(a)
            + (np.roll(h, -1) - h * np.cos(b)) / np.sin(b))


def threshold(rp, rq, alpha, beta):
    return (rp * np.sin(beta) + rq * np.sin(alpha)) / np.sin(alpha + beta)


def recede(names, phi, rates, lengths, t_end):
    """Follow the length law, removing each facet when its length is zero."""
    t, events = 0.0, []
    lengths = lengths.copy()
    while True:
        growth = polygon_lengths(phi, rates)
        left = np.full(len(phi), np.inf)
        falling = growth < -1e-12
        left[falling] = -lengths[falling] / growth[falling]
        step = left.min()
        if t + step > t_end or not np.isfinite(step):
            if np.isfinite(t_end):
                lengths = lengths + growth * (t_end - t)
            return names, lengths, events
        lengths = lengths + growth * step
        t += step
        dead = falling & (lengths < 1e-9 * lengths.max())
        dead[np.argmin(left)] = True
        slower = np.minimum(np.roll(rates, 1), np.roll(rates, -1))
        assert np.all(rates[dead] > slower[dead])
        events += [(str(n), t) for n in names[dead]]
        keep = ~dead
        names, phi = names[keep], phi[keep]
        rates, lengths = rates[keep], lengths[keep]


def speed_table(r100, r311, r111, bump=20.0):
    """Vertical speed against slope; unlisted slopes lie above the chords."""
    s = np.array([-S111, -S311, 0.0, S311, S111])
    f = np.array([r111, r311, r100, r311, r111]) * np.sqrt(1 + s**2)
    slopes, speeds = [s[0]], [f[0]]
    for i in range(4):
        u = np.linspace(s[i], s[i + 1], 41)[1:]
        chord = f[i] + (f[i + 1] - f[i]) * (u - s[i]) / (s[i + 1] - s[i])
        slopes.extend(u)
        speeds.extend(chord + bump * (u - s[i]) * (s[i + 1] - u))
    return np.array(slopes), np.array(speeds)


def etch_profile(x, z, table, times):
    """Lax-Friedrichs solution; returns snapshots and the centre history."""
    dx = x[1] - x[0]
    slopes, speeds = table
    visc = np.max(np.abs(np.diff(speeds) / np.diff(slopes)))
    z, t, snaps, mid = z.copy(), 0.0, [], len(x) // 2
    history = [(t, z[mid])]
    for target in times:
        n = int(np.ceil((target - t) * visc / (0.9 * dx)))
        dt = (target - t) / n
        for _ in range(n):
            p = np.diff(z) / dx
            pl = np.concatenate((p[:1], p))
            pr = np.concatenate((p, p[-1:]))
            z += dt * (np.interp(0.5 * (pl + pr), slopes, speeds)
                       + 0.5 * visc * (pr - pl))
            t += dt
            history.append((t, z[mid]))
        snaps.append(z.copy())
    return snaps, np.array(history)


def measured_lengths(x, z):
    """Facet lengths read off the profile by sorting cells by their slope."""
    dx = x[1] - x[0]
    p = np.diff(z) / dx
    zc, xc = 0.5 * (z[1:] + z[:-1]), 0.5 * (x[1:] + x[:-1])
    m1, m2 = 0.5 * S311, 0.5 * (S311 + S111)
    right = (xc > 0) & (zc > 0)
    return {"100": dx * np.sum(np.abs(p) < m1),
            "311R": dx * np.sum(right & (p <= -m1) & (p > -m2)) / np.cos(TH311),
            "111R": dx * np.sum(right & (p <= -m2)) / np.cos(TH111)}


DX = 10.0
x = DX * np.arange(-1100, 1101)
groove = np.minimum(np.minimum(DEPTH, DEPTH - S311 * (np.abs(x) - FLOOR_HALF)),
                    S111 * (HALF - np.abs(x)))
TOL = 80.0  # nm: eight cells, the width of an edge smeared by the scheme

R100, R111 = 20.0, 0.2
print(f"angle (100)-(311): {np.degrees(TH311):.2f} deg")
print(f"angle (100)-(111): {np.degrees(TH111):.2f} deg")
print(f"angle (311)-(111): {np.degrees(TH111 - TH311):.2f} deg")
print(f"mask opening: {2 * HALF / 1e3:.1f} um; start depth: {DEPTH / 1e3:.1f} um")
print(f"start lengths: floor {2 * FLOOR_HALF / 1e3:.3f} um, "
      f"each 311 {L311 / 1e3:.3f} um, each 111 {L111 / 1e3:.3f} um")
print(f"rates: R100 = {R100:.1f} nm/s, R111 = {R111:.1f} nm/s")
thr311 = threshold(R100, R111, TH311, TH111 - TH311)
thr100 = threshold(R111, R111, TH111, TH111)
print(f"threshold for 311 between 100 and 111: {thr311:.2f} nm/s")
print(f"threshold for 100 between two 111 walls: {thr100:.4f} nm/s")
no311 = np.array([0, 2, 4, 5])
late = polygon_lengths(PHI[no311], rate_list(R100, 0, R111)[no311])[1]
print(f"floor length rate between two 111 walls: {late:.2f} nm/s")

# latest lifetime from the edge where the two 111 planes meet
h111 = HALF * np.sin(TH111)
h311 = FLOOR_HALF * np.sin(TH311) + DEPTH * np.cos(TH311)


def latest_time(h, rate, phi):
    edge_h = threshold(h111, h111, TH111 + phi, TH111 - phi)
    edge_r = threshold(R111, R111, TH111 + phi, TH111 - phi)
    return (edge_h - h) / (rate - edge_r)


for r311, times in ((30.0, (15, 60, 700)), (15.0, (100, 300, 700)),
                    (10.0, (200, 600, 900))):
    rates = rate_list(R100, r311, R111)
    growth = polygon_lengths(PHI, rates)
    assert (growth[3] < 0) == (r311 > thr311)
    final, _, events = recede(NAMES, PHI, rates, START, np.inf)
    assert set(final) == {"111L", "111R", "mask"}
    gone = dict(events)
    t100, t311 = latest_time(DEPTH, R100, 0.0), latest_time(h311, r311, TH311)
    closing = max(gone.values())
    assert abs(closing - max(t100, t311)) < 1e-6 * closing
    assert gone["100"] <= t100 * (1 + 1e-9)
    assert gone["311R"] <= t311 * (1 + 1e-9)
    snaps, hist = etch_profile(x, groove, speed_table(R100, r311, R111), times)
    print(f"--- case R311 = {r311:.0f} nm/s")
    print(f"first length rates: 311 {growth[3]:.2f} nm/s, "
          f"floor {growth[2]:.2f} nm/s")
    print(f"vanishing times: 311 {gone['311R']:.1f} s, floor {gone['100']:.1f} s")
    print(f"latest-time limits: 311 {t311:.1f} s, floor {t100:.1f} s")
    for t, z in zip(times, snaps):
        names, lengths, _ = recede(NAMES, PHI, rates, START, float(t))
        law = dict(zip(names, lengths))
        seen = measured_lengths(x, z)
        for name in seen:
            assert abs(seen[name] - law.get(name, 0.0)) < TOL, (r311, t, name)
        print(f"t = {t} s, law/profile (um): "
              + ", ".join(f"{n[:3]} {law.get(n, 0.0) / 1e3:.2f}/{seen[n] / 1e3:.2f}"
                          for n in seen))
    speed = np.diff(hist[:, 1]) / np.diff(hist[:, 0])
    seen_close = hist[1:, 0][speed < 5.0][0]
    assert abs(seen_close - closing) < 0.01 * closing
    v_depth = S111 * HALF + R111 / np.cos(TH111) * closing
    z_end = S111 * HALF + R111 / np.cos(TH111) * times[-1]
    assert abs(snaps[-1][len(x) // 2] - z_end) < TOL
    print(f"closing time: law {closing:.1f} s, profile {seen_close:.1f} s")
    print(f"depth at closing: {v_depth / 1e3:.3f} um; undercut per side: "
          f"{R111 * closing / np.sin(TH111):.1f} nm")
    if r311 < thr311:
        no100 = np.array([0, 1, 3, 4, 5])
        after = polygon_lengths(PHI[no100], rates[no100])[2]
        thr_after = threshold(r311, R111, 2 * TH311, TH111 - TH311)
        assert after < 0 and r311 > thr_after
        print(f"311 after the floor has gone: threshold {thr_after:.2f} nm/s, "
              f"length rate {after:.2f} nm/s")

# a floor faster than its walls, but below its threshold, must grow
W111, R311 = 18.0, 30.0
rates = rate_list(R100, R311, W111)
names, lengths, _ = recede(NAMES, PHI, rates, START, 200.0)
law_floor = dict(zip(names, lengths))["100"]
snaps, _ = etch_profile(x, groove, speed_table(R100, R311, W111), (200,))
seen_floor = measured_lengths(x, snaps[0])["100"]
assert "311R" not in names and law_floor > 2 * FLOOR_HALF
assert abs(seen_floor - law_floor) < TOL
assert "100" in recede(NAMES, PHI, rates, START, np.inf)[0]
print(f"--- weak contrast: R111 = {W111:.0f}, R100 = {R100:.0f}, "
      f"R311 = {R311:.0f} nm/s")
print(f"floor threshold between 111 walls: "
      f"{threshold(W111, W111, TH111, TH111):.2f} nm/s")
print(f"floor at 200 s: law {law_floor / 1e3:.2f} um, "
      f"profile {seen_floor / 1e3:.2f} um")

# a protruding ridge with 111 sides: the fast 311 planes open at its crest
T_RIDGE = 150.0
snaps, _ = etch_profile(x, S111 * np.abs(x), speed_table(R100, R311, R111),
                        (T_RIDGE,))
crest = snaps[0][len(x) // 2]
k = len(x) // 2 + 100
flank = (snaps[0][k + 1] - snaps[0][k - 1]) / (2 * DX)
crest_law = R311 / np.cos(TH311) * T_RIDGE
assert abs(crest - crest_law) < 0.01 * crest_law
assert abs(flank - S311) < 0.02 * S311
print(f"--- ridge, R311 = {R311:.0f}, R100 = {R100:.0f}, R111 = {R111:.1f} nm/s")
print(f"crest lowering in {T_RIDGE:.0f} s: 311 law {crest_law / 1e3:.3f} um, "
      f"profile {crest / 1e3:.3f} um")
print(f"flank angle 1 um from crest: {np.degrees(np.arctan(flank)):.2f} deg")

# random closed cavities: survivors must be the hull vertices of n/R
rng = np.random.default_rng(4)
TRIALS, SIDES, survivors = 300, 14, 0
for _ in range(TRIALS):
    phi = 2 * np.pi * (np.arange(SIDES) + 0.6 * rng.random(SIDES)) / SIDES
    rates = rng.uniform(0.2, 1.0, SIDES)
    h = np.sqrt(np.cos(phi)**2 + (rng.uniform(0.5, 2) * np.sin(phi))**2)
    left, _, _ = recede(np.arange(SIDES), phi, rates,
                        polygon_lengths(phi, h), np.inf)
    points = np.column_stack((np.cos(phi), np.sin(phi))) / rates[:, None]
    assert set(left.tolist()) == set(ConvexHull(points).vertices.tolist())
    assert np.argmin(rates) in left
    survivors += len(left)
print(f"--- random cavities: {TRIALS}, sides at start: {SIDES}, "
      f"mean sides left: {survivors / TRIALS:.2f}")
print("every check passed")
```

Running it gives:

```
angle (100)-(311): 25.24 deg
angle (100)-(111): 54.74 deg
angle (311)-(111): 29.50 deg
mask opening: 20.0 um; start depth: 2.0 um
start lengths: floor 14.343 um, each 311 2.345 um, each 111 1.225 um
rates: R100 = 20.0 nm/s, R111 = 0.2 nm/s
threshold for 311 between 100 and 111: 12.16 nm/s
threshold for 100 between two 111 walls: 0.3464 nm/s
floor length rate between two 111 walls: -27.79 nm/s
--- case R311 = 30 nm/s
first length rates: 311 -69.36 nm/s, floor 55.86 nm/s
vanishing times: 311 33.8 s, floor 617.8 s
latest-time limits: 311 267.0 s, floor 617.8 s
t = 15 s, law/profile (um): 100 15.18/15.18, 311 1.30/1.30, 111 2.14/2.13
t = 60 s, law/profile (um): 100 15.50/15.50, 311 0.00/0.00, 111 3.92/3.91
t = 700 s, law/profile (um): 100 0.00/0.00, 311 0.00/0.01, 111 17.62/17.60
closing time: law 617.8 s, profile 617.6 s
depth at closing: 14.356 um; undercut per side: 151.3 nm
--- case R311 = 15 nm/s
first length rates: 311 -11.03 nm/s, floor -14.50 nm/s
vanishing times: 311 212.7 s, floor 617.8 s
latest-time limits: 311 539.6 s, floor 617.8 s
t = 100 s, law/profile (um): 100 12.89/12.90, 311 1.24/1.24, 111 4.25/4.24
t = 300 s, law/profile (um): 100 8.83/8.80, 311 0.00/0.03, 111 9.80/9.77
t = 700 s, law/profile (um): 100 0.00/0.00, 311 0.00/0.01, 111 17.62/17.60
closing time: law 617.8 s, profile 618.6 s
depth at closing: 14.356 um; undercut per side: 151.3 nm
--- case R311 = 10 nm/s
first length rates: 311 8.42 nm/s, floor -37.95 nm/s
vanishing times: 311 818.1 s, floor 378.0 s
latest-time limits: 311 818.1 s, floor 617.8 s
t = 200 s, law/profile (um): 100 6.75/6.76, 311 4.03/4.02, 111 5.24/5.25
t = 600 s, law/profile (um): 100 0.00/0.00, 311 2.74/2.74, 111 13.28/13.28
t = 900 s, law/profile (um): 100 0.00/0.00, 311 0.00/0.01, 111 17.70/17.68
closing time: law 818.1 s, profile 818.0 s
depth at closing: 14.426 um; undercut per side: 200.4 nm
311 after the floor has gone: threshold 5.16 nm/s, length rate -12.56 nm/s
--- weak contrast: R111 = 18, R100 = 20, R311 = 30 nm/s
floor threshold between 111 walls: 31.18 nm/s
floor at 200 s: law 20.33 um, profile 20.32 um
--- ridge, R311 = 30, R100 = 20, R111 = 0.2 nm/s
crest lowering in 150 s: 311 law 4.975 um, profile 4.994 um
flank angle 1 um from crest: 25.24 deg
--- random cavities: 300, sides at start: 14, mean sides left: 6.39
every check passed
```
